Why a metal gate leaves finitely many bound exciton levels

Take an electron and a hole in a thin semiconducting sheet, with reduced mass 0.20 electron masses, in a medium of relative permittivity 4. Without a gate, this pair has 4 rotationally symmetric (s) levels bound by more than 10 meV, 13 bound by more than 1 meV and 41 bound by more than 0.1 meV. Each tenfold finer look multiplies the number by about √10, and the series never ends. Put an ideal metal plane 10 nm below the sheet, and the same three counts become 3, 4 and 4. However fine the look, the total is 6. The metal has removed infinitely many levels and left six, although the attraction between electron and hole still reaches to infinity. What matters is how fast that attraction falls.

The model is as follows. Both carriers move in one plane at distance d from a perfect, static, infinite conductor. The medium has permittivity ε everywhere above the metal, the bands are parabolic and isotropic, and the reduced mass is μ. Spin, valley and centre-of-mass motion are left out, so a "level" is one state of relative motion. The numbers above and below come from solving the radial equation on a uniform grid in ln r and counting the nodes of its solutions.

Write C = e²/(4πε), which is 0.3600 eV nm here, and let r be the in-plane separation. Each charge has an opposite image at depth d below the metal surface. A carrier at height z is pulled towards its own image, 2z away, with force C/(4z²). Bringing it from infinity to height d therefore changes its energy by

−∫_d^∞ C/(4z²) dz = −C/(4d).

The two carriers together contribute −C/(2d). The electron is also repelled by the hole's image, which is negative, and the hole by the electron's image, which is positive. Each of these interactions has strength C/√(r²+4d²), but each counts with a factor ½, because the image charges are induced and not held fixed. Their sum is +C/√(r²+4d²). The pair energy is thus

E(r) = −C/r + C/√(r²+4d²) − C/(2d).

The last term does not depend on r. It lowers the energy of a separated pair, that is, the transport gap, by

Δ = C/(2d) = 0.3600 eV nm/(20 nm) = 18.0 meV.

Binding is measured from this lowered continuum, so the potential that binds is

V(r) = −C [1/r − 1/√(r²+4d²)].

At large r, 1/√(r²+4d²) = (1/r)(1 + 4d²/r²)^(−1/2) ≈ (1/r)(1 − 2d²/r²), and hence

V(r) ≈ −2Cd²/r³.

This is the inverse-cube tail. Seen from afar, each carrier and its image form a vertical dipole. The dipoles of electron and hole point opposite ways, and such dipoles side by side attract as 1/r³.

At small r the gate does something different. There 1/√(r²+4d²) ≈ 1/(2d) − r²/(16d³), so the constants in E cancel:

E(r) ≈ −C/r − Cr²/(16d³).

A small exciton is neutral and barely notices the metal. Its binding falls by nearly Δ because the continuum has come down, while its own energy hardly moves. The ungated s bindings are 680.3, 75.6, 27.2 and 13.9 meV; with the gate the first three are 662.3, 57.9 and 11.3 meV. The lowest loses 18.0 meV, the second 17.7 and the third 15.9. The fourth would be lost if it also gave up the full 18 meV, but it is large enough for the images to lower its own energy by 5.7 meV, and it survives with 1.6 meV. For the lowest level, which is small compared with d, the remaining shift can be estimated from the term in r². The ungated ground state is proportional to exp(−2r/a), where

a = 4πεħ²/(μe²) = ħ²/(μC) = 1.058 nm,

and its mean square radius is

⟨r²⟩ = ∫r³exp(−4r/a)dr / ∫r exp(−4r/a)dr = 6(a/4)⁴/(a/4)² = 3a²/8.

The first-order shift is −C⟨r²⟩/(16d³) = −9.45 μeV; the numerical solution gives −9.43 μeV. The deep exciton line therefore says almost nothing about the gate. The change is at the top of the series.

To count levels there, write the relative wave function as ψ(r)exp(imθ), with binding energy ħ²κ²/(2μ). The radial equation is

ψ″ + ψ′/r − m²ψ/r² + Uψ = κ²ψ, U = 2μ|V|/ħ².

Multiply by r² and use t = ln(r/2d). Since r d/dr = d/dt, the first two terms combine into the second derivative in t, and

ψ_tt = (m² − W + κ²r²)ψ, W = r²U.

The quantity W compares the attraction with 1/r². As 2μC/ħ² = 2/a, it becomes, with x = r/(2d),

W = (4d/a) w(x), w(x) = x[1 − x/√(1+x²)].

For small x, w ≈ x; for large x, w ≈ 1/(2x). The strength of the gated pair is set by one number, d/a, here 9.45, so 4d/a = 37.8.

Levels can be counted at zero energy. Let ψ be the solution that is regular at r = 0, for any κ², and let χ = ∂ψ/∂(κ²). Differentiating the equation gives χ_tt = (m² − W + κ²r²)χ + r²ψ, so that

(ψχ_t − χψ_t)_t = r²ψ².

Integrate from r = 0 to a node at t = T. There ψ = 0, and −χψ_t = ∫r²ψ²dt, which is positive. The node moves at the rate

dT/d(κ²) = −χ/ψ_t = (1/ψ_t²)∫r²ψ²dt > 0.

Nodes thus move outward as the binding grows and inward as the energy rises. Two nodes cannot merge, because ψ and ψ_t would then vanish together and ψ would be zero everywhere. New nodes can come only from infinity. Below the ground state there are none: a node at radius R would be a state of the same energy confined to the disc r < R, and confinement cannot lower the energy beneath the ground state. As the energy rises, a node enters when the growing part exp(κr) of ψ passes through zero and changes sign, and that is the condition for a bound level. Each level brings in one node, and the node stays. The number of bound levels in a channel m therefore equals the number of nodes of the regular solution at κ = 0.

The tail now decides whether these nodes stop. Consider m = 0. For the ungated pair U = 2/(ar) and W = 2r/a. With z = √(8r/a), r d/dr = (z/2)d/dz, and the zero-energy equation becomes

z²ψ_zz + zψ_z + z²ψ = 0,

whose regular solution is the Bessel function J₀(z). Its nodes are nearly π apart in z, and z grows without limit as √r. There are infinitely many nodes, hence infinitely many levels.

For the inverse-cube tail, W = 4d²/(ar). Put z = 4d/√(ar). Now r d/dr = −(z/2)d/dz, and the same Bessel equation results. But this z falls to zero as r grows. Going outward, the solution runs backwards through the Bessel oscillations and comes to their end. At r = 40 nm, z = 6.1, so about two nodes remain to be met. The full solution has nodes at 0.77, 4.3, 12, 32, 115 and about 4400 nm: four inside 40 nm and two outside.

The border between these cases is the tail 1/r². There W tends to a constant W∞, and ψ_tt = −W∞ψ oscillates for ever in t, with √W∞/π nodes per unit of ln r. To see the three behaviours together, keep the same Coulomb attraction at small r and change the tail. For the 1/r² case I take U = (2/a)/[r(1 + r/2d)], so that W∞ = 4d/a. The numbers of nodes inside 40, 400 and 4000 nm are

1/r tail: 5, 17, 55
1/r² tail: 4, 8, 13
gated pair: 4, 5, 5.

The first grows as √r. The second adds √37.8 × ln 10/π = 4.5 nodes per decade on average. The third gains one more node, near 4400 nm, and then no other. An infinite reach is thus compatible with a finite number of levels, provided the attraction falls sufficiently faster than 1/r²; any power beyond the square will do.

This can be made into a proof with a definite bound, without solving for ψ. At zero energy and m = 0, ψ_tt = −Wψ with W > 0. Between successive nodes t₁ and t₂ take ψ positive. It is concave, so it lies below its tangent at t₁: ψ ≤ s(t − t₁), where s = ψ_t(t₁). Somewhere between the nodes, at t_m, ψ has its maximum and the slope has fallen from s to zero. Therefore

s = ∫ from t₁ to t_m of Wψ dt < s ∫ from t₁ to t₂ of (t − t₁)W dt.

Dividing by s gives the price of a node:

∫ from t₁ to t₂ of (t − t₁)W dt > 1.

The mirrored argument, with the tangent at t₂, gives the same with (t₂ − t) in place of (t − t₁). It also holds for the first node, with −∞ as the lower limit, because the regular solution starts flat.

Now add up the prices. For nodes at t > 0, the first may be free, and each later one uses up more than 1 of ∫tW dt, since t − t₁ < t. For nodes at t ≤ 0, use the mirrored form; each uses up more than 1 of ∫|t|W dt, since t₂ − t ≤ |t|. The number of s levels obeys

N₀ ≤ 1 + ∫|t|W dt = 1 + (4d/a)K,

K = ∫₀^∞ |ln x| [1 − x/√(1+x²)] dx = 1.241.

The integral, evaluated by quadrature, converges at large x because its integrand falls as ln x/(2x²). That is where the inverse cube enters. For a tail U ∝ r^(−p), W ∝ exp[(2−p)t], and ∫tW dt is finite for p > 2. In the example the bound is 47.9, so at most 47 s levels, against the actual 6. It is loose for two reasons. Real nodes pay more than the minimum: the integrals used in the proof are 1.44, 3.82 and 4.45 in the mirrored form for the three nodes at t < 0, and 4.10 and 2.87 for the last two nodes, the first node at t > 0 being free. And the bound replaces the distance to a node by the larger |t|, which raises these five integrals to 6.1, 12.8, 9.0, 7.6 and 8.4, together 44 of the 46.9 in ∫|t|W dt.

Finitely many levels in the s channel would not suffice if infinitely many channels m could bind. The centrifugal term prevents this. If m² ≥ W everywhere, with m ≠ 0, the zero-energy solution starts as exp(|m|t), positive and rising, and ψ_tt = (m² − W)ψ ≥ 0 keeps it rising. It has no node, and the channel has no level. The largest W follows from

w′(x) = 1 − 2s + s³ = (s − 1)(s² + s − 1), s = x/√(1+x²).

The zero at finite x is s = g = (√5 − 1)/2 = 0.618. Because 1 − g² = g, x = g/√(1−g²) = √g, and because 1 − g = g²,

w_max = √g(1 − g) = g^(5/2) = 0.3003.

Binding thus requires m² < 37.8 × 0.3003 = 11.35, or |m| < 3.37. Only |m| = 0, 1, 2 and 3 remain. The centrifugal energy is positive and raises every level, so no channel has more levels than m = 0, and the total is finite. The actual numbers are 6, 4, 2 and 1 for |m| = 0 to 3, and with both signs of m

6 + 2(4 + 2 + 1) = 20.

The gate can never remove the last level of this model. For m = 0 the zero-energy solution starts flat and positive, and W > 0 bends it downward. Once it slopes down, concavity makes it cross zero. For d much smaller than a the crossing is very far out. While ψ is still close to 1, its slope in t tends to

−∫W dt = −(4d/a)∫₀^∞[1 − x/√(1+x²)]dx = −4d/a,

since x − √(1+x²) rises from −1 to 0. The node lies near t = a/(4d), at a radius of order 2d exp[a/(4d)]. One level remains, with a binding that is exponentially small.

In the opposite limit, d much larger than a, the counts can be estimated semiclassically. The phase available to an s wave at zero energy is

S = ∫√U dr = √(4d/a) J, J = ∫₀^∞ √w(x) dx/x = 3.002.

It is finite because √U falls as r^(−3/2); for the Coulomb tail it would diverge as √r. A new level appears when the zero-energy solution stays bounded at infinity. Then it looks like J₀ at both ends, and J₀(z) ∝ cos(z − π/4)/√z away from z = 0. Let S₁ be the phase collected from r = 0 to some middle point. Matching cos(S₁ − π/4) to ±cos(S − S₁ − π/4) for all S₁ requires

S = (n + ½)π,

and at this strength level number n + 1 appears, for n = 1, 2, 3 and so on. The estimate does not apply to n = 0, because the first level is bound at any strength. Numerically the second to seventh s levels appear at S/π = 1.45, 2.47, 3.48, 4.48, 5.48 and 6.49, close to the half-integers. The example has S/π = 5.87 and so lies between the sixth threshold and the seventh. In terms of distance, these are at d/a = 8.23 and 11.52, or 8.7 and 12.2 nm for this pair.

For the total, one state occupies an area (2π)² of wave vector times area of position. At zero energy the wave vectors fill a disc of radius √U, so

N ≈ (1/4π)∫U d²r = ½∫rU dr = ½(4d/a) = 2d/a.

This gives 18.9 for the example, where the count is 20. For d/a = 50 the count is 102 against 100, and for d/a = 400 it is 798 against 800. As the gate recedes the number grows without limit, which restores the endless series.

The parameters are rough values for a tungsten diselenide monolayer in thick hexagonal boron nitride over a graphite gate. For such a sheet the ideal model is poor at the bottom of the series. Its ground state has a root-mean-square radius of 0.65 nm, only about twice the lattice constant, and its binding of 0.68 eV is several times the real one, which is roughly 0.2 eV. The main omission is the sheet's own polarizability χ. In wave-vector space, a charge Q in the sheet produces the potential GQ, with G = u/(2εq) and u = 1 − exp(−2qd), the second part of u being the image. The sheet responds with the charge −χq²φ, so φ = G(Q − χq²φ). Solving for φ,

φ = Q u/[2εq(1 + ρqu)], ρ = χ/(2ε).

For small q, u is proportional to q, and

u/(1 + ρqu) = u − ρqu² + … = 2qd − 2q²d² + O(q³).

Polarizability enters at order q³. After division by q this is a q² term, which is smooth in the wave vector and produces no power-law tail; the next term, in |q|³, adds only a correction falling as 1/r⁵. The inverse-cube tail comes from the term in |q|, which is unchanged. With ρ = 1.125 nm, the attraction at 200 nm is within 0.3% of 2Cd²/r³: the image correction of −0.7% and the polarizability correction of +1.0% nearly cancel. At short distance it is only logarithmic, so ∫|t|W dt stays finite. If W were negative anywhere, replacing it there by zero could only add levels, so the bound would still hold.

With polarizability included, the ungated ground state is bound by 181 meV and the gated one by 165 meV. The gated s bindings are 165, 28.8, 5.9, 0.68 and 0.013 meV. The count at zero energy shows a sixth level, but its binding lies below 2 × 10⁻¹¹ meV, the lower limit of the numerical search. The total is again 20, but only just: this sixth level is present at d = 9.8 nm and absent at 9.7 nm. The sixth s level exists in the equations alone: its classical turning radius is at least 0.16 mm, where no device offers a uniform sheet and an infinite gate, and an in-plane field of order 10⁻¹⁸ MV/cm or less would pull it apart.

Such marginal levels make the exact count sensitive. Changing one input at a time in the polarizable model, a permittivity of 5, nearer the static response that weakly bound pairs feel, leaves 5 s levels and 15 in all. The anisotropy of boron nitride acts as a distance larger by a factor of roughly 1.3 and gives 24 in all. A mirror plane 1 nm deeper, a rough allowance for field penetration into graphite, gives 22. Temperature cuts harder: 4 levels are bound by more than kT at 300 K, and 16 at 4 K. For this sheet with its gate near 10 nm, these variants, taken one at a time, give a short series of 15 to 24 levels (a distance factor of 1.4 in place of 1.3 gives 27); the number grows roughly in proportion to the gate distance. The exact number belongs to the ideal plane; its finiteness follows from the inverse cube.

Numerical values quoted here were computed with a short program.
